# Density at Which Ballistic Injection Velocity Rises by 20 Percent: a numerical check

```python
"""Injection velocity of a ballistic 2D transistor, one spin-degenerate valley.
Result under test: at the barrier top, with only forward states filled,
  n = (N/2) u,  v_inj = v_T F_half(eta)/u,  u = ln(1+exp(eta)),
  N = m kT/(pi hbar^2),  v_T = sqrt(2 kT/(pi m)),
and v_inj = 1.2 v_T has a single root eta, which fixes the density n.
eta = (Fermi level - barrier top)/kT; F_j = Fermi integral over Gamma(j+1).
Internal units are SI; printed units are those of device engineering.
"""
import numpy as np
import mpmath as mp
from scipy.constants import hbar, k as kB, e as q, m_e, epsilon_0
from scipy.optimize import brentq
from scipy.special import expit, gamma

mass_ratio, T, target = 0.19, 300.0, 1.2
m = mass_ratio * m_e
kT = kB * T
nodes, weights = np.polynomial.legendre.leggauss(200)


def fermi(j, eta):
    """Normalized Fermi integral by quadrature in s = sqrt(energy/kT)."""
    eta = np.asarray(eta, dtype=float)
    s_max = np.sqrt(max(float(eta.max()), 0.0) + 40.0)
    s = 0.5 * s_max * (nodes + 1)
    values = 2 * s**(2*j + 1) * expit(eta[..., None] - s**2)
    return values @ (0.5 * s_max * weights) / gamma(j + 1)


def filling(eta):
    return np.logaddexp(0.0, eta)


def boost(eta):
    return float(fermi(0.5, eta) / filling(eta))


def eta_of(u):
    return float(np.log(np.expm1(u)))


def band_energy(parabolic, alpha):
    """Solve E(1 + alpha E) = parabolic energy."""
    return 2 * parabolic / (1 + np.sqrt(1 + 4 * alpha * parabolic))


def state_sum(eta, temp=T, alpha=0.0, box=1e-6):
    """Forward density and flux by summing the states of a periodic box."""
    thermal = kB * temp
    dk = 2 * np.pi / box
    count = int(7 * np.sqrt(2 * m * thermal) / hbar / dk)
    kx = dk * np.arange(count + 1)[:, None]
    ky = dk * np.arange(-count, count + 1)[None, :]
    energy = band_energy(hbar**2 * (kx**2 + ky**2) / (2*m), alpha)
    occupation = 2 * expit(eta - energy / thermal)
    occupation[0] *= 0.5  # kx = 0 is shared by the two half planes
    velocity = hbar * kx / m / (1 + 2 * alpha * energy)
    return (occupation.sum() / box**2,
            (velocity * occupation).sum() / box**2)


N = m * kT / (np.pi * hbar**2)
v_T = np.sqrt(2 * kT / (np.pi * m))

# Fermi integral against the polylogarithm
mp.mp.dps = 30
for eta in (-3.0, 0.0, 1.0, 2.0):
    reference = -mp.re(mp.polylog(mp.mpf(3)/2, -mp.exp(eta)))
    assert abs(float(fermi(0.5, eta)) / float(reference) - 1) < 1e-9

# Density and velocity against explicit state sums (finite-box error 1e-4)
for eta in (-12.0, -2.0, 0.0, 1.0, 3.0):
    density, flux = state_sum(eta)
    assert abs(density / (0.5 * N * filling(eta)) - 1) < 2e-4
    assert abs(flux / density / (v_T * boost(eta)) - 1) < 3e-4
_, cold_flux = state_sum(-12.0)
cold_density, _ = state_sum(-12.0)
assert abs(cold_flux / cold_density / v_T - 1) < 3e-4

# Pauli filling raises the mean velocity: covariance identity and its sign
for eta in (-4.0, -1.0, 1.0, 3.0, 6.0):
    s_max = np.sqrt(max(eta, 0) + 40)
    s = 0.5 * s_max * (nodes + 1)
    f = expit(eta - s**2)
    p = weights * s * f
    p /= p.sum()
    covariance = (p*s*(1-f)).sum() - (p*s).sum() * (p*(1-f)).sum()
    slope = (np.log(boost(eta+1e-3)) - np.log(boost(eta-1e-3))) / 2e-3
    assert covariance > 0
    assert abs(slope - covariance / (p*s).sum()) < 1e-6

# Root, and its confirmation by the state sum
eta_star = brentq(lambda x: boost(x) - target, -5, 5, xtol=1e-12)
u_star = float(filling(eta_star))
n_star = 0.5 * N * u_star
v_star = target * v_T
density, flux = state_sum(eta_star)
assert abs((flux/density) / (cold_flux/cold_density) - target) < 3e-4
assert abs(density / n_star - 1) < 2e-4

# Series of the velocity ratio in powers of u
a2, a3 = mp.mpf(2)**-1.5, mp.mpf(3)**-1.5
c1 = mp.mpf(1)/2 - a2
c2 = mp.mpf(1)/6 - a2 + a3
c3 = mp.mpf(1)/24 - 7*a2/12 + 3*a3/2 - mp.mpf(1)/8
u_small = mp.mpf('0.01')
ratio = -mp.polylog(mp.mpf(3)/2, 1 - mp.exp(u_small)) / u_small
rest = (ratio - 1 - c1*u_small - c2*u_small**2) / u_small**3
assert abs(rest / c3 - 1) < 0.01
c1, c2, c3 = float(c1), float(c2), float(c3)
u_linear = (target - 1) / c1
u_cubic = brentq(lambda u: c1*u + c2*u**2 + c3*u**3 - target + 1, 0, 3)
assert abs(u_cubic / u_star - 1) < 0.005

# Same total density at equilibrium, shared by two streams
eta_equilibrium = eta_of(u_star / 2)
boost_equilibrium = boost(eta_equilibrium)
assert boost_equilibrium < target


# Finite drain bias at fixed total density
def drain_case(voltage):
    drop = q * voltage / kT
    eta = brentq(lambda x: filling(x) + filling(x-drop) - u_star, -10, 5)
    net = float(fermi(0.5, eta) - fermi(0.5, eta - drop))
    return eta, v_T * net / u_star


eta_low, v_low = drain_case(0.05)
eta_high, v_high = drain_case(0.5)
n_source, j_source = state_sum(eta_low)
n_drain, j_drain = state_sum(eta_low - q * 0.05 / kT)
direct = (j_source - j_drain) / (n_source + n_drain)
assert abs(direct / v_low - 1) < 5e-4

# Backscattering at fixed total density
R = 0.2
boost_scattered = boost(eta_of(u_star / (1 + R)))
v_scattered = v_T * boost_scattered * (1 - R) / (1 + R)

# Nonparabolic band: group velocity, then threshold density
alpha_eV = 0.5
alpha = alpha_eV / q
k0, dk = 5e8, 1e4
e_plus, e_0, e_minus = [band_energy((hbar*x)**2 / (2*m), alpha)
                        for x in (k0+dk, k0, k0-dk)]
group = (e_plus - e_minus) / (2 * dk * hbar)
assert abs(group / (hbar*k0/m/(1 + 2*alpha*e_0)) - 1) < 1e-6
n_ref, j_ref = state_sum(-12.0, alpha=alpha)


def nonparabolic_excess(eta):
    density, flux = state_sum(eta, alpha=alpha)
    return (flux/density) / (j_ref/n_ref) - target


eta_np = brentq(nonparabolic_excess, -1, 4, xtol=1e-6)
n_np, j_np = state_sum(eta_np, alpha=alpha)

# Hotter device: threshold scales with T, boost at fixed density falls
T_hot = 400.0
n_hot, j_hot = state_sum(eta_star, temp=T_hot)
v_T_hot = v_T * np.sqrt(T_hot / T)
assert abs(n_hot / (n_star * T_hot / T) - 1) < 2e-4
assert abs(j_hot / n_hot / (target * v_T_hot) - 1) < 3e-4
boost_hot = boost(eta_of(u_star * T / T_hot))


# Electrons outside the lowest subband of the two lower valleys
m_heavy = 0.92


def outside_share(thickness):
    level = np.arange(1, 9)**2 * (hbar*np.pi/thickness)**2 / (2*m_e*kT)
    lower = level / m_heavy
    upper = level / mass_ratio
    base = lower[0]
    main = 2 * mass_ratio * filling(eta_star - lower + base)
    other = 4 * np.sqrt(mass_ratio*m_heavy) * filling(
        eta_star - upper + base)
    total = main.sum() + other.sum()
    return 1 - main[0]/total, (lower[1]-base)*kT/q, (upper[0]-base)*kT/q


share3, gap3, offset3 = outside_share(3e-9)
share5, gap5, offset5 = outside_share(5e-9)

# Tunnelling and reflection at a parabolic barrier top
fall_length = 5e-9
quantum = hbar * np.sqrt(2 * kT / (m * fall_length**2)) / kT


def quantum_flux_ratio(eta):
    step = 0.02
    energy = np.arange(-8, 40, step)
    transmission = expit(2 * np.pi * energy / quantum)
    total = (transmission * fermi(-0.5, eta - energy)).sum() * step
    return float(total / fermi(0.5, eta))


closed = (quantum/2) / np.sin(quantum/2)
assert abs(quantum_flux_ratio(-12.0) / closed - 1) < 1e-4
tunnel_ratio = quantum_flux_ratio(eta_star)

# Two-valley device quantities
sheet = 2 * n_star
current = q * sheet * v_star
field = q * sheet / (3.9 * epsilon_0)
oxide = 1e-9

print(f"mass = {mass_ratio} m0, T = {T:.0f} K")
print(f"kT = {1e3*kT/q:.3f} meV")
print(f"N = m kT/(pi hbar^2) = {N/1e4:.4e} cm^-2")
print(f"nondegenerate velocity v_T = {v_T*100:.4e} cm/s")
print(f"root eta = {eta_star:.5f}")
print(f"F_half at root = {float(fermi(0.5, eta_star)):.5f}")
print(f"u = ln(1+exp(eta)) at root = {u_star:.5f}")
print(f"Fermi level above barrier top = {1e3*eta_star*kT/q:.2f} meV")
print(f"ANSWER density per valley, saturation = {n_star/1e4:.4e} cm^-2")
print(f"same in SI = {n_star:.4e} m^-2")
print(f"equilibrium density at same eta = {2*n_star/1e4:.4e} cm^-2")
print(f"injection velocity at root = {v_star*100:.4e} cm/s")
print(f"series c1, c2, c3 = {c1:.6f}, {c2:.6f}, {c3:.6f}")
print(f"u from linear series = {u_linear:.4f}")
print(f"u from cubic series = {u_cubic:.4f}")
print(f"density from linear series = {0.5*N*u_linear/1e4:.4e} cm^-2")
print(f"density from cubic series = {0.5*N*u_cubic/1e4:.4e} cm^-2")
print(f"equilibrium, saturation density kept: eta = {eta_equilibrium:.4f}")
print(f"  its velocity ratio = {boost_equilibrium:.4f}")
print(f"two-valley sheet density = {sheet/1e4:.4e} cm^-2")
print(f"two-valley current = {current/1e3:.3f} mA/um")
print(f"oxide field (rel. permittivity 3.9) = {field/1e8:.3f} MV/cm")
print(f"overdrive across 1 nm oxide = {field*oxide:.3f} V")
print(f"drain 0.05 V: eta = {eta_low:.4f}, v = {v_low*100:.4e} cm/s")
print(f"drain 0.5 V: eta = {eta_high:.4f}, v = {v_high*100:.4e} cm/s")
print(f"  0.5 V shortfall from full saturation = {1-v_high/v_star:.1e}")
print(f"backscattering R = {R}: injection ratio = {boost_scattered:.4f}")
print(f"  net mean velocity = {v_scattered*100:.4e} cm/s")
print(f"  total density for ratio 1.2 = {(1+R)*n_star/1e4:.4e} cm^-2")
print(f"nonparabolicity {alpha_eV} /eV: eta = {eta_np:.4f}")
print(f"  threshold density = {n_np/1e4:.4e} cm^-2")
print(f"  nondegenerate velocity = {j_ref/n_ref*100:.4e} cm/s")
print(f"  injection velocity = {j_np/n_np*100:.4e} cm/s")
print(f"{T_hot:.0f} K: threshold density = {n_hot/1e4:.4e} cm^-2")
print(f"  nondegenerate velocity = {v_T_hot*100:.4e} cm/s")
print(f"  velocity ratio at the 300 K density = {boost_hot:.4f}")
print(f"heavy mass used for film levels = {m_heavy} m0")
print(f"3 nm film: next level {gap3:.4f} eV, other valleys {offset3:.4f} eV")
print(f"  electrons outside lowest subband = {100*share3:.2f} %")
print(f"5 nm film: next level {gap5:.4f} eV, other valleys {offset5:.4f} eV")
print(f"  electrons outside lowest subband = {100*share5:.2f} %")
print(f"barrier falling kT in {fall_length*1e9:.0f} nm: "
      f"hbar omega = {1e3*quantum*kT/q:.2f} meV")
print(f"  quantum/classical flux at root = {tunnel_ratio:.4f}")
print(f"  quantum/classical flux, nondegenerate = {closed:.4f}")
print("success")
```

Output:

```
mass = 0.19 m0, T = 300 K
kT = 25.852 meV
N = m kT/(pi hbar^2) = 2.0518e+12 cm^-2
nondegenerate velocity v_T = 1.2343e+07 cm/s
root eta = 1.00182
F_half at root = 1.57751
u = ln(1+exp(eta)) at root = 1.31459
Fermi level above barrier top = 25.90 meV
ANSWER density per valley, saturation = 1.3487e+12 cm^-2
same in SI = 1.3487e+16 m^-2
equilibrium density at same eta = 2.6973e+12 cm^-2
injection velocity at root = 1.4812e+07 cm/s
series c1, c2, c3 = 0.146447, 0.005563, -0.000898
u from linear series = 1.3657
u from cubic series = 1.3140
density from linear series = 1.4011e+12 cm^-2
density from cubic series = 1.3481e+12 cm^-2
equilibrium, saturation density kept: eta = -0.0730
  its velocity ratio = 1.0984
two-valley sheet density = 2.6973e+12 cm^-2
two-valley current = 0.640 mA/um
oxide field (rel. permittivity 3.9) = 1.252 MV/cm
overdrive across 1 nm oxide = 0.125 V
drain 0.05 V: eta = 0.6501, v = 9.2966e+06 cm/s
drain 0.5 V: eta = 1.0018, v = 1.4812e+07 cm/s
  0.5 V shortfall from full saturation = 1.7e-08
backscattering R = 0.2: injection ratio = 1.1659
  net mean velocity = 9.5936e+06 cm/s
  total density for ratio 1.2 = 1.6184e+12 cm^-2
nonparabolicity 0.5 /eV: eta = 1.0766
  threshold density = 1.4560e+12 cm^-2
  nondegenerate velocity = 1.2147e+07 cm/s
  injection velocity = 1.4576e+07 cm/s
400 K: threshold density = 1.7982e+12 cm^-2
  nondegenerate velocity = 1.4252e+07 cm/s
  velocity ratio at the 300 K density = 1.1489
heavy mass used for film levels = 0.92 m0
3 nm film: next level 0.1362 eV, other valleys 0.1745 eV
  electrons outside lowest subband = 2.08 %
5 nm film: next level 0.0490 eV, other valleys 0.0628 eV
  electrons outside lowest subband = 49.83 %
barrier falling kT in 5 nm: hbar omega = 28.80 meV
  quantum/classical flux at root = 1.0145
  quantum/classical flux, nondegenerate = 1.0536
success
```
